# Van der Waals pressure and weight of a gold film near silicon: verification in Python

```python
"""
Result under test: a thick gold film facing silicon across a thin liquid gap d
is attracted with the van der Waals pressure
    P = A / (6 pi d^3),
    A = (3 / 4 pi) * integral_0^inf dxi Li3(D_gold * D_silicon),
    D_j = (eps_j - eps_liquid) / (eps_j + eps_liquid) at imaginary frequency,
and P exceeds the weight per area of a 20 nm film by many orders.
Symbols: xi = imaginary frequency times hbar (eV), k = wave number along the
surface (1/nm), Li3 = sum of z^s / s^3, A = Hamaker constant (eV).
Energies are in eV, lengths in nm, pressures in eV/nm^3.
Material parameters are rough typical values, not fits.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_bvp

HBAR_C = const.hbar * const.c / const.e * 1e9          # eV nm
PASCAL_PER_UNIT = const.e * 1e27                       # Pa per eV/nm^3
GAP, THICKNESS = 1.0, 20.0                             # nm
GOLD_DENSITY, LIQUID_DENSITY = 19300.0, 1000.0         # kg/m^3
GOLD_PLASMA, GOLD_BOUND, GOLD_BOUND_ENERGY = 9.0, 6.0, 8.0
SILICON_STRENGTH, SILICON_ENERGY = 10.7, 4.3
WATER_STRENGTH, WATER_ENERGY = 0.78, 12.0
WATER_STATIC = 78.0
TEMPERATURE = 300.0                                    # K
GOLD_DAMPING = 0.07                                    # eV
ION_MOLARITY, SURFACE_POTENTIAL = 0.1, 0.050           # mol/L, V


def permittivities(xi, damping=0.0, bound=GOLD_BOUND):
    """Gold, silicon and liquid permittivity at imaginary frequency xi."""
    gold = (1 + GOLD_PLASMA**2 / (xi * (xi + damping))
            + bound / (1 + (xi / GOLD_BOUND_ENERGY)**2))
    silicon = 1 + SILICON_STRENGTH / (1 + (xi / SILICON_ENERGY)**2)
    water = 1 + WATER_STRENGTH / (1 + (xi / WATER_ENERGY)**2)
    return gold, silicon, water


def contrast(solid, liquid):
    return (solid - liquid) / (solid + liquid)


def trilog(z):
    s = np.arange(1, 401)
    return np.sum(np.power.outer(np.asarray(z, float), s) / s**3, axis=-1)


def half_line(count, scale):
    """Gauss-Legendre rule mapped from (-1, 1) to (0, infinity)."""
    x, weight = np.polynomial.legendre.leggauss(count)
    return scale * (1 + x) / (1 - x), weight * 2 * scale / (1 - x)**2


def hamaker(count=120, **options):
    xi, weight = half_line(count, 8.0)
    gold, silicon, water = permittivities(xi, **options)
    z = contrast(gold, water) * contrast(silicon, water)
    return 3 / (4 * np.pi) * np.sum(weight * trilog(z))


def pressure(gap, thickness, inverse_c, materials=permittivities, scale=8.0):
    """Double integral over xi and decay constant; inverse_c=0: no retardation."""
    xi, weight_xi = half_line(120, scale)
    first, second, liquid = [e[:, None] for e in materials(xi)]
    wave = xi[:, None] * inverse_c
    x, weight_x = np.polynomial.legendre.leggauss(200)
    p = np.sqrt(liquid) * wave + 20 * (x + 1) / (2 * gap)
    weight_p = 20 * weight_x / (2 * gap)
    q1 = np.sqrt(p**2 + (first - liquid) * wave**2)
    q2 = np.sqrt(p**2 + (second - liquid) * wave**2)
    back = np.exp(-2 * q1 * thickness)
    total = 0.0
    for r1, r2 in (
        ((first * p - liquid * q1) / (first * p + liquid * q1),
         (second * p - liquid * q2) / (second * p + liquid * q2)),
        ((p - q1) / (p + q1), (p - q2) / (p + q2)),
    ):
        film = r1 * (1 - back) / (1 - r1**2 * back)
        trip = film * r2 * np.exp(-2 * p * gap)
        total += np.sum(weight_xi[:, None] * weight_p * p**2 * trip / (1 - trip))
    return total / (2 * np.pi**2)


def mode_energies(coupling):
    """Surface mode energies (eV) as roots of a polynomial in energy squared.
    coupling = exp(-2 k d); zero means infinitely separated surfaces."""
    w = np.poly1d([1.0, 0.0])
    bound_pole = GOLD_BOUND_ENERGY**2 - w
    den_g = w * bound_pole
    num_g = (den_g - GOLD_PLASMA**2 * bound_pole
             + GOLD_BOUND * GOLD_BOUND_ENERGY**2 * w)
    den_s = SILICON_ENERGY**2 - w
    num_s = den_s + SILICON_STRENGTH * SILICON_ENERGY**2
    den_l = WATER_ENERGY**2 - w
    num_l = den_l + WATER_STRENGTH * WATER_ENERGY**2
    plus = (num_g * den_l + num_l * den_g) * (num_s * den_l + num_l * den_s)
    minus = (num_g * den_l - num_l * den_g) * (num_s * den_l - num_l * den_s)
    roots = (plus - coupling * minus).roots
    assert len(roots) == 5
    assert np.max(np.abs(roots.imag)) < 1e-4 and np.min(roots.real) > 0
    return np.sort(np.sqrt(roots.real))


def zero_point_energy(gap):
    """Zero-point energy per area relative to infinite gap, eV/nm^2."""
    x, weight = np.polynomial.legendre.leggauss(80)
    k, weight = 10 * (x + 1), 10 * weight
    far = mode_energies(0.0).sum()
    shift = [0.5 * (mode_energies(np.exp(-2 * q * gap)).sum() - far) for q in k]
    return np.sum(weight * k * np.array(shift)) / (2 * np.pi)


# Main values
A = hamaker()
P = A / (6 * np.pi * GAP**3)
weight_pa = GOLD_DENSITY * const.g * THICKNESS * 1e-9
weight = weight_pa / PASCAL_PER_UNIT
ratio = P / weight

# Pressure from actual mode frequencies, at two gaps
mode_pressure = {}
for gap in (GAP, 2 * GAP):
    h = 0.005 * gap
    mode_pressure[gap] = (zero_point_energy(gap + h)
                          - zero_point_energy(gap - h)) / (2 * h)
    assert abs(mode_pressure[gap] / (A / (6 * np.pi * gap**3)) - 1) < 1e-3

# One wave number: mode sum against the integral over imaginary frequency
k_show = 0.5
near = mode_energies(np.exp(-2 * k_show * GAP))
far = mode_energies(0.0)
shift_modes = 0.5 * (near.sum() - far.sum())


def log_term(xi):
    gold, silicon, water = permittivities(xi)
    z = contrast(gold, water) * contrast(silicon, water)
    return np.log(1 - z * np.exp(-2 * k_show * GAP))


shift_integral = quad(log_term, 0, np.inf, limit=200)[0] / (2 * np.pi)
assert abs(shift_modes - shift_integral) < 1e-5

# Film reflection from the boundary conditions themselves
for k, t, xi in ((0.3, 1.0, 5.0), (0.05, 20.0, 12.0)):
    gold, _, water = permittivities(xi)
    down, up = np.exp(-k * t), np.exp(k * t)
    matrix = np.array([[1, -1, -1, 0],
                       [water, gold, -gold, 0],
                       [0, down, up, -down],
                       [0, -gold * down, gold * up, water * down]])
    reflected = np.linalg.solve(matrix, [-1, water, 0, 0])[0]
    d_gold, q = contrast(gold, water), np.exp(-2 * k * t)
    assert abs(-reflected - d_gold * (1 - q) / (1 - d_gold**2 * q)) < 1e-10

# Both solids exceed the liquid at every sampled imaginary frequency
gold, silicon, water = permittivities(np.logspace(-3, 4, 2000))
assert np.all(gold > water) and np.all(silicon > water)

# Thickness and retardation; the retarded code must give the mirror limit
thick = pressure(GAP, np.inf, 0.0)
film = pressure(GAP, THICKNESS, 0.0)
retarded = pressure(GAP, THICKNESS, 1 / HBAR_C)
assert abs(thick / P - 1) < 1e-4
thickness_loss = 1 - film / thick
assert 0 < thickness_loss < 1e-3
mirror = pressure(1.0, np.inf, 1 / HBAR_C, scale=100.0, materials=lambda x: (
    1e12 + 0 * x, 1e12 + 0 * x, 1 + 0 * x))
assert abs(mirror / (np.pi**2 * HBAR_C / 240) - 1) < 1e-3
retarded_10 = pressure(10.0, THICKNESS, 1 / HBAR_C)

# Finite temperature: discrete frequencies, static liquid in the first term
kT = const.k * TEMPERATURE / const.e
gold, silicon, water = permittivities(2 * np.pi * kT * np.arange(1, 5001))
tail = 1.5 * kT * trilog(contrast(gold, water) * contrast(silicon, water)).sum()
optical_zero = contrast(1 + SILICON_STRENGTH, 1 + WATER_STRENGTH)
assert abs((tail + 0.75 * kT * trilog(optical_zero)) / A - 1) < 1e-4
static_zero = contrast(1 + SILICON_STRENGTH, WATER_STATIC)
A_warm_undoped = tail + 0.75 * kT * trilog(static_zero)
A_warm_metallic = tail + 0.75 * kT * trilog(1.0)

# Gold model and effective gap
A_damped = hamaker(damping=GOLD_DAMPING)
A_drude = hamaker(bound=0.0)
gap_factor = (GAP / (GAP + 0.1))**3

# Double layer at fixed surface potentials (Poisson-Boltzmann)
ions = ION_MOLARITY * 1000 * const.N_A                 # pairs per m^3
thermal = const.k * TEMPERATURE
kappa = np.sqrt(2 * ions * const.e**2
                / (WATER_STATIC * const.epsilon_0 * thermal)) * 1e-9
u_surface = SURFACE_POTENTIAL / kT
osmotic_unit = 2 * ions * thermal / PASCAL_PER_UNIT
double_layer_bound = osmotic_unit * (np.cosh(u_surface) - 1)
double_layer = []
for u_other in (u_surface, 0.4 * u_surface):
    grid = np.linspace(0, GAP, 41)
    guess = np.array([u_surface + (u_other - u_surface) * grid / GAP,
                      np.full_like(grid, (u_other - u_surface) / GAP)])
    solution = solve_bvp(
        lambda x, y: np.array([y[1], kappa**2 * np.sinh(y[0])]),
        lambda a, b: np.array([a[0] - u_surface, b[0] - u_other]),
        grid, guess, tol=1e-7)
    assert solution.success
    u, slope = solution.sol(np.linspace(0, GAP, 21))
    local = osmotic_unit * (np.cosh(u) - 1 - slope**2 / (2 * kappa**2))
    assert np.ptp(local) < 1e-4 * double_layer_bound
    assert local.max() <= double_layer_bound
    double_layer.append(local.mean())

# Six-point sum and the claim itself, also under pessimistic choices
A_six = hamaker(count=6)
assert abs(A_six / A - 1) < 0.01
pessimistic = (A_drude / (6 * np.pi * GAP**3) * gap_factor * retarded / film
               - double_layer_bound)
assert ratio > 1e8 and pessimistic / weight > 1e7

print(f"gap {GAP:.1f} nm, film thickness {THICKNESS:.1f} nm")
print(f"gold density {GOLD_DENSITY:.0f} kg/m^3, g {const.g:.5f} m/s^2")
print(f"gold: plasma energy {GOLD_PLASMA} eV, bound strength {GOLD_BOUND}, "
      f"bound energy {GOLD_BOUND_ENERGY} eV")
print(f"silicon: strength {SILICON_STRENGTH}, energy {SILICON_ENERGY} eV")
print(f"water: strength {WATER_STRENGTH}, energy {WATER_ENERGY} eV")
print("six-point table: xi(eV) weight(eV) eps_Au eps_Si eps_water D_Au D_Si Li3")
for xi, wt in zip(*half_line(6, 8.0)):
    g, s, l = permittivities(xi)
    dg, ds = contrast(g, l), contrast(s, l)
    print(f"  {xi:.4f} {wt:.4f} {g:.4f} {s:.4f} {l:.4f} "
          f"{dg:.4f} {ds:.4f} {float(trilog(dg * ds)):.5f}")
print(f"Hamaker constant, six points: {A_six:.4f} eV")
print(f"Hamaker constant, converged: {A:.4f} eV")
print(f"van der Waals pressure: {P:.5f} eV/nm^3 = {P*PASCAL_PER_UNIT/1e6:.2f} MPa")
print(f"pressure from mode frequencies, 1 nm: {mode_pressure[GAP]:.5f} eV/nm^3")
print(f"pressure from mode frequencies, 2 nm: {mode_pressure[2*GAP]:.6f} eV/nm^3")
print(f"weight per area: {weight:.3e} eV/nm^3 = {weight_pa:.3e} Pa")
print(f"pressure / weight: {ratio:.2e}, log10 {np.log10(ratio):.2f}")
print(f"gold thickness whose weight equals P: "
      f"{P*PASCAL_PER_UNIT/(GOLD_DENSITY*const.g):.1f} m")
print(f"modes at k = {k_show} /nm, gap 1 nm (eV):", np.round(near, 4))
print("modes at infinite gap (eV):", np.round(far, 4))
print(f"zero-point shift at this k, modes: {shift_modes:.6f} eV")
print(f"zero-point shift at this k, integral: {shift_integral:.6f} eV")
print(f"relative loss from finite thickness: {thickness_loss:.2e}")
print(f"retarded / unretarded pressure at 1 nm: {retarded/film:.4f}")
print(f"retarded pressure / weight at 10 nm gap: {retarded_10/weight:.2e}")
print(f"temperature {TEMPERATURE:.0f} K, static water permittivity {WATER_STATIC}")
print(f"A at 300 K, undoped silicon: {A_warm_undoped:.4f} eV")
print(f"A at 300 K, metal-like static silicon: {A_warm_metallic:.4f} eV")
print(f"A with gold damping {GOLD_DAMPING} eV: {A_damped:.4f} eV")
print(f"A without gold bound oscillator: {A_drude:.4f} eV")
print(f"pressure factor for gap wider by 0.1 nm: {gap_factor:.3f}")
print(f"buoyancy / weight: {LIQUID_DENSITY/GOLD_DENSITY:.3f}")
print(f"ions {ION_MOLARITY} mol/L, surface potential {SURFACE_POTENTIAL:.3f} V, "
      f"Debye length {1/kappa:.3f} nm")
print(f"double-layer repulsion, equal potentials: {double_layer[0]:.5f} eV/nm^3")
print(f"double-layer upper bound: {double_layer_bound:.5f} eV/nm^3")
print(f"pessimistic net pressure: {pessimistic:.5f} eV/nm^3")
print(f"pessimistic net pressure / weight: {pessimistic/weight:.2e}")
print("verified")
```

Running it gives:

```
gap 1.0 nm, film thickness 20.0 nm
gold density 19300 kg/m^3, g 9.80665 m/s^2
gold: plasma energy 9.0 eV, bound strength 6.0, bound energy 8.0 eV
silicon: strength 10.7, energy 4.3 eV
water: strength 0.78, energy 12.0 eV
six-point table: xi(eV) weight(eV) eps_Au eps_Si eps_water D_Au D_Si Li3
  0.2796 0.7340 1043.4003 11.6550 1.7796 0.9966 0.7351 0.82180
  1.6315 2.0917 37.1896 10.3534 1.7658 0.9093 0.7086 0.71031
  4.9176 4.8799 8.7041 5.6363 1.6678 0.6784 0.5433 0.38777
  13.0145 12.9146 3.1236 2.0531 1.3584 0.3938 0.2036 0.08102
  39.2268 50.2895 1.2922 1.1270 1.0667 0.0956 0.0275 0.00263
  228.9300 601.0903 1.0089 1.0038 1.0021 0.0033 0.0008 0.00000
Hamaker constant, six points: 1.2322 eV
Hamaker constant, converged: 1.2322 eV
van der Waals pressure: 0.06537 eV/nm^3 = 10.47 MPa
pressure from mode frequencies, 1 nm: 0.06538 eV/nm^3
pressure from mode frequencies, 2 nm: 0.008172 eV/nm^3
weight per area: 2.363e-11 eV/nm^3 = 3.785e-03 Pa
pressure / weight: 2.77e+09, log10 9.44
gold thickness whose weight equals P: 55.3 m
modes at k = 0.5 /nm, gap 1 nm (eV): [ 2.6933  7.3925 11.5768 15.7764 19.2201]
modes at infinite gap (eV): [ 2.8859  8.5754 11.0681 15.6216 19.1266]
zero-point shift at this k, modes: -0.309314 eV
zero-point shift at this k, integral: -0.309314 eV
relative loss from finite thickness: 9.89e-05
retarded / unretarded pressure at 1 nm: 0.9939
retarded pressure / weight at 10 nm gap: 2.28e+06
temperature 300 K, static water permittivity 78.0
A at 300 K, undoped silicon: 1.2030 eV
A at 300 K, metal-like static silicon: 1.2395 eV
A with gold damping 0.07 eV: 1.2295 eV
A without gold bound oscillator: 0.8074 eV
pressure factor for gap wider by 0.1 nm: 0.751
buoyancy / weight: 0.052
ions 0.1 mol/L, surface potential 0.050 V, Debye length 0.962 nm
double-layer repulsion, equal potentials: 0.00487 eV/nm^3
double-layer upper bound: 0.00788 eV/nm^3
pessimistic net pressure: 0.02410 eV/nm^3
pessimistic net pressure / weight: 1.02e+09
verified
```
